# Effect of a Barrier Error on a Predicted Hop Rate

## Problem

An atom adsorbed on a crystal surface (an adatom) rests in a potential well and now and then hops over a barrier $E$ into a neighbouring well. A calculation predicts a barrier that is too low by $\Delta E=0.05$ eV. The temperature is $T=300$ K, and the factor in front of the exponential in the rate is taken to be the same for the true and the predicted barrier.

(a) By what factor is the predicted hop rate wrong?

(b) For a tungsten adatom on the (110) face of bcc tungsten, take a true barrier of 0.90 eV and a predicted one of 0.85 eV. How long does the adatom wait between hops in each case?

## A tempting solution

The hop rate has the form

$$k=\nu\,e^{-E/k_BT},$$

where $\nu$ is the prefactor and $k_B$ is Boltzmann's constant. Since 0.05 eV is a small part of 0.90 eV, ordinary error propagation seems adequate. Differentiation at fixed $\nu$ and $T$ gives

$$\frac{dk}{dE}=-\frac{k}{k_BT}.$$

Lowering the barrier means $\delta E=-\Delta E$, so $\delta k=k\,\Delta E/k_BT$. With $k_BT=0.025852$ eV,

$$\frac{k_{\rm pred}}{k}\approx 1+\frac{\Delta E}{k_BT}=1+1.934=2.934 .$$

The predicted rate would be too fast by a factor of about 2.9.

## Where it fails

Apply the same reasoning to a barrier that is too high by 0.05 eV. It gives $k_{\rm pred}/k\approx1-1.934=-0.934$, a negative rate, which is impossible.

The derivative is correct; the fault is in the size of the step taken with it. A linear estimate needs a change of the exponent that is small compared with one, which means $\Delta E\ll k_BT$. Comparing $\Delta E$ with $E$ is the wrong comparison. Here $\Delta E/k_BT=1.934$, and the next term of the exponential series, $\tfrac12(1.934)^2=1.87$, is nearly as large as the linear term that was kept.

## Right solution

### The rate and its prefactor

The rate law was assumed above. Deriving it shows what $\nu$ contains, and so when it may be held fixed.

Let an adatom of mass $m$ move classically along a path $x$, in a well with its bottom at $x=0$, where $V=0$, and with barrier tops at $x=\pm a/2$. Here $a$ is the hop length. Let $k$ be the rate through one exit, the top at $x=+a/2$. Two assumptions enter: the adatom is in thermal equilibrium within its well, and every outward crossing of the top counts as a completed hop.

The rate is then the one-way flux at the top, which is the probability density there times the mean outward speed. In the Maxwell distribution inward velocities contribute nothing to this flux, so

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .$$

The probability density at the top is

$$\frac{e^{-E/k_BT}}{Z},\qquad Z=\int_{-a/2}^{a/2}e^{-V(x)/k_BT}\,dx .$$

When $E\gg k_BT$, the integral comes almost entirely from the bottom of the well, where $V\approx\tfrac12m\omega^2x^2$. Its limits can then be moved to infinity, and the Gaussian integral gives

$$Z\approx\sqrt{\frac{2\pi k_BT}{m\omega^2}} .$$

Multiplying speed by density,

$$k=\sqrt{\frac{k_BT}{2\pi m}}\,\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-E/k_BT}
=\frac{\omega}{2\pi}\,e^{-E/k_BT}.$$

The temperature cancels outside the exponential, leaving $\nu=\omega/2\pi$. The mass now enters only through $\omega=\sqrt{V''(0)/m}$, and it is the same for the true and the predicted surface. In this model, "equal prefactors" means that the true and predicted wells have the same curvature at the bottom.

### The factor

With $E_{\rm pred}=E-\Delta E$ and the same $\nu$ and $T$,

$$\frac{k_{\rm pred}}{k}
=\frac{\nu\,e^{-(E-\Delta E)/k_BT}}{\nu\,e^{-E/k_BT}}
=e^{\Delta E/k_BT}\equiv F .$$

The barrier $E$ has dropped out. For the given numbers,

$$F=e^{0.05/0.025852}=e^{1.934}=6.92 .$$

**A barrier that is 0.05 eV too low makes the predicted rate too fast by a factor of about 6.9.** If the barrier is 0.05 eV too high, the exponent changes sign and the predicted rate is $1/F=0.145$ of the true one, too slow by the same factor. Both results are positive, as rates must be.

### Limits, and errors in several barriers

For $\Delta E\ll k_BT$ the exponential reduces to $1+\Delta E/k_BT$, so the tempting solution is right in that limit. Heating moves the problem towards it: the same 0.05 eV gives $F=2.63$ at 600 K and $F=1.91$ at 900 K. Cooling makes $F$ grow, but the quantum corrections to the classical rate grow too, as $k_BT$ falls towards $\hbar\omega$ and below it.

A growth simulation contains many kinds of hop. For two of them with prefactors $\nu_1$ and $\nu_2$,

$$\frac{k_1}{k_2}=\frac{\nu_1}{\nu_2}\,e^{-(E_1-E_2)/k_BT}.$$

If both barriers are wrong by the same amount, the difference $E_1-E_2$ is unaffected, and the competition between the two hops is predicted correctly provided that the ratio $\nu_1/\nu_2$ is right. The ratio of either hop rate to the rate at which atoms arrive from the vapour is still wrong by $F$, because the arrival rate does not contain the barrier. If one barrier is 0.05 eV too low and the other 0.05 eV too high, the ratio $k_1/k_2$ is wrong by $F^2=47.9$.

## The tungsten adatom

The inputs are rough typical values: $E=0.90$ eV, $a=0.274$ nm and $m=184$ u. As a model of the path take

$$V(x)=E\sin^2\frac{\pi x}{a}.$$

Near the bottom $V\approx E\pi^2x^2/a^2$. Setting this equal to $\tfrac12m\omega^2x^2$ gives

$$\omega=\frac{\pi}{a}\sqrt{\frac{2E}{m}}=1.114\times10^{13}\ \text{rad/s},
\qquad \nu=\frac{\omega}{2\pi}=1.77\times10^{12}\ \text{s}^{-1}.$$

For the predicted surface, subtract $\Delta E\sin^4(\pi x/a)$ from $V$. This lowers the top by $\Delta E$. At the bottom the added term starts as $x^4$, so $\omega$ and $\nu$ are unchanged. The rates per exit are

$$k=1.773\times10^{12}\,e^{-34.814}\ \text{s}^{-1}=1.35\times10^{-3}\ \text{s}^{-1},$$

$$k_{\rm pred}=1.773\times10^{12}\,e^{-32.879}\ \text{s}^{-1}=9.32\times10^{-3}\ \text{s}^{-1}.$$

An adatom on this face has four equivalent exits. Each is given the rate $k$ of the one-dimensional model, which leaves out the sideways vibration, so the last digit of the waits below belongs to the model and not to the real surface. The probability $S(t)$ that it has not yet hopped obeys $dS/dt=-4kS$ with $S(0)=1$, so $S=e^{-4kt}$. The mean wait is

$$\int_0^\infty S\,dt=\frac1{4k}.$$

This gives 186 s for the true barrier and 26.8 s for the predicted one. An error of 0.05 eV turns a wait of about three minutes into one of about half a minute.

## How far the neglected effects move the result

**Shape of the well.** The harmonic form of $Z$ can be avoided by integrating the model potential numerically. The true rate then falls by 0.74 %. The sine-squared well is wider than its parabola, so $Z$ is larger and the density at the top is smaller. The ratio of the two rates becomes 6.909 instead of 6.918. It falls because the subtracted $\sin^4$ term slightly lowers the sides of the predicted well, which raises $Z$ for that surface.

**A changed prefactor.** Suppose instead that the calculation makes the whole potential too shallow by the factor $E_{\rm pred}/E$. Since $\omega\propto\sqrt E$ at fixed $a$ and $m$, the ratio of rates is

$$\frac{k_{\rm pred}}{k}=F\sqrt{\frac{E_{\rm pred}}{E}}=6.918\sqrt{\frac{0.85}{0.90}}\approx6.72 .$$

To four digits this harmonic estimate is 6.723. Numerical integration of the full well gives 6.720, which is 2.9 % below $F$.

**Quantum motion.** Here $\hbar\omega=7.33$ meV, so $\hbar\omega/k_BT=0.284$ and quantum corrections should be small. To size them, the classical flux is replaced by a thermal average of the probability $P$ of passing the top, and the classical well integral by a sum over oscillator levels:

$$k_q=\frac{\dfrac{1}{2\pi\hbar}\displaystyle\int P(\varepsilon)\,e^{-(E+\varepsilon)/k_BT}\,d\varepsilon}{\displaystyle\sum_{n=0}^{\infty} e^{-(n+1/2)\hbar\omega/k_BT}},
\qquad P(\varepsilon)=\frac{1}{1+e^{-2\pi\varepsilon/\hbar\omega_b}} .$$

Here $\varepsilon$ is the energy measured from the top, and $\omega_b$ is the frequency set by the curvature there. The expression has the right classical limit. If $P$ jumps from 0 to 1 at $\varepsilon=0$, the numerator is $(k_BT/2\pi\hbar)\,e^{-E/k_BT}$; for $\hbar\omega\ll k_BT$ the sum tends to $k_BT/\hbar\omega$; and their quotient is the classical rate. The form of $P$ is that of a parabolic top. It was tested by numerical integration of the Schrödinger equation at $\varepsilon/\hbar\omega_b=-0.3$, $0$ and $0.2$, with agreement to within 0.001. The result is a rise of 0.67 % in the true rate and a change of $-0.04$ % in the ratio of rates. For so heavy an atom at 300 K, quantum motion does not matter here.

**Temperature.** If the surface is at 305 K instead of 300 K, the true rate changes by

$$\exp\!\left[\frac{E}{k_B}\left(\frac1{300\ \text{K}}-\frac1{305\ \text{K}}\right)\right]=1.77 .$$

A comparison of a predicted rate with a measured one therefore needs a well-known temperature. In the ratio $F$ both rates refer to the same temperature.

**Errors outside the exponential.** A rate that is wrong by a factor $f$ for any other reason is equivalent to a barrier error $\delta E$ with $e^{\delta E/k_BT}=f$, that is

$$\delta E=k_BT\ln f .$$

At 300 K this is 0.018 eV for $f=2$ and 0.060 eV for $f=10$. Read the other way, a rate correct to within a factor of two needs a barrier correct to 0.018 eV, even with a perfect prefactor.

**The real surface.** The model moves one adatom along a fixed line over a rigid substrate. On a real tungsten surface the substrate atoms move too, the adatom also vibrates sideways, and some crossings of the top lead straight back. Relaxation of the substrate also changes the barrier itself, so for a real surface $E$ and $E_{\rm pred}$ must mean barriers with the substrate atoms relaxed, both in the well and at the top. With the barriers defined in this way, the remaining effects are treated here as a change of the number in front of the exponential. If that change is common to the true and the predicted rate, it cancels and the factor 6.9 stands. It need not be common, even in the model above. The subtracted $\sin^4$ term leaves the curvature of the well alone but changes the curvature at the top from a value proportional to $E$ to one proportional to $E-2\Delta E$, so $\omega_b$ is smaller by $\sqrt{0.80/0.90}=0.943$. The fraction of crossings that lead back depends on $\omega_b$. When the friction from the substrate is strong the rate is proportional to $\omega_b$, and the ratio falls to $6.918\times0.943=6.52$. If the calculation also gets the prefactor wrong by a factor of two, the total error becomes about 14 when the two errors act in the same direction and about 3.5 when they oppose each other. This factor of two is an assumed size, not a computed one. An unequal prefactor that large would move the factor 6.9 more than any of the corrections computed above. The waiting times are less certain than the ratio, since they depend directly on the rough barrier and on the model prefactor. The numerical output below lists the values used.

## Numbers as computed

```
Temperature: 300 K
Barrier error: 0.05 eV
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.025852 eV
Exponent dE/kT: 1.9341
Rate factor F: 6.918
Inverse factor 1/F: 0.1446
Linear estimate 1+dE/kT: 2.934
Span for errors of both signs, F^2: 47.9
Example: W adatom on W(110), rough inputs
True barrier: 0.90 eV
Predicted barrier: 0.85 eV
Hop length: 0.274 nm
Adatom mass: 184 u
Equivalent exits: 4
Angular frequency omega: 1.114e+13 rad/s
Prefactor nu: 1.773e+12 1/s
True E/kT: 34.814
Predicted E/kT: 32.879
True rate per exit: 1.347e-03 1/s
Predicted rate per exit: 9.318e-03 1/s
True mean wait: 185.6 s
Predicted mean wait: 26.8 s
Rate ratio from full quadrature: 6.909
Factor F at 600 K: 2.630
Factor F at 900 K: 1.905
Sizes of neglected effects
Anharmonic change of true rate: -0.74 %
Ratio if whole potential is scaled: 6.720
Change from scaling: -2.86 %
hbar*omega: 7.33 meV
hbar*omega/kT: 0.284
Quantum change of true rate: 0.67 %
Quantum change of rate ratio: -0.037 %
Rate factor for +5 K: 1.770
Barrier error equal to factor 2: 0.0179 eV
Barrier error equal to factor 10: 0.0595 eV
```
